# A Hydrogenic Atom Threaded by an Aharonov-Bohm Flux Line: a numerical check

```python
"""Hydrogen-like atom threaded by an Aharonov-Bohm flux line on the z axis.

Result under test (atomic units, electron charge -1, regular on the line):
    E = -Z^2/(2 nu^2),   nu = n_r + k + |m + alpha| + 1
alpha : flux divided by h/e;  m : integer azimuthal number;  mu = |m + alpha|
n_r, k : numbers of radial and polar-angle nodes;  Z : nuclear charge
rho : distance from the line;  r : distance from the nucleus
"""
from collections import Counter
import numpy as np
import sympy as sp
import mpmath as mp
from scipy.linalg import eigh, solveh_banded
from scipy.special import eval_genlaguerre, gammaln, roots_genlaguerre
from scipy.constants import physical_constants, h as planck, e as charge

mp.mp.dps = 30
HARTREE_EV = physical_constants["Hartree energy in eV"][0]
CURRENT_MA = 1e3 * physical_constants["atomic unit of current"][0]


# ---- circulation of the vector potential around two off-centre circles ----
def circulation(alpha, centre_x, centre_y):
    t = 2 * np.pi * np.arange(400) / 400
    px, py = centre_x + np.cos(t), centre_y + np.sin(t)
    ax, ay = -alpha * py / (px**2 + py**2), alpha * px / (px**2 + py**2)
    return np.mean(-ax * np.sin(t) + ay * np.cos(t)) * 2 * np.pi


loop_around = circulation(0.25, 0.4, 0.2)
loop_beside = circulation(0.25, 3.0, 0.0)
assert abs(loop_around - 2 * np.pi * 0.25) < 1e-10
assert abs(loop_beside) < 1e-10

# ---- Cartesian Hamiltonian applied to explicit wavefunctions ----
x, y, z = sp.symbols("x y z", real=True)
rho = sp.sqrt(x**2 + y**2)
r = sp.sqrt(x**2 + y**2 + z**2)
FLUX = sp.Rational(1, 4)


def local_energy_error(psi, energy):
    """Largest |H psi / psi - E| at two points, for Z = 1."""
    vector_potential = (-FLUX * y / rho**2, FLUX * x / rho**2, sp.Integer(0))
    kinetic = 0
    for coordinate, a in zip((x, y, z), vector_potential):
        once = -sp.I * sp.diff(psi, coordinate) + a * psi
        kinetic += (-sp.I * sp.diff(once, coordinate) + a * once) / 2
    h_psi = sp.lambdify((x, y, z), kinetic - psi / r, "mpmath")
    value = sp.lambdify((x, y, z), psi, "mpmath")
    points = [(mp.mpf("0.7"), mp.mpf("0.4"), mp.mpf("0.9")),
              (mp.mpf("1.3"), mp.mpf("-0.8"), mp.mpf("-0.6"))]
    target = mp.mpf(energy.p) / energy.q
    return max(float(abs(h_psi(*p) / value(*p) - target)) for p in points)


def spherical_state(n_r, k, m):
    mu = abs(m + FLUX)
    lam = k + mu
    nu = n_r + lam + 1
    psi = (r**lam * sp.exp(-r / nu)
           * sp.assoc_laguerre(n_r, 2 * lam + 1, 2 * r / nu)
           * (rho / r)**mu * sp.gegenbauer(k, mu + sp.Rational(1, 2), z / r)
           * sp.exp(sp.I * m * sp.atan(y / x)))
    return psi, -1 / (2 * nu**2)


def parabolic_state(n1, n2, m, sign=1):
    """sign = -1 gives the solution that is singular on the line."""
    s = sign * abs(m + FLUX)
    nu = n1 + n2 + s + 1
    psi = (rho**s * sp.exp(-r / nu)
           * sp.assoc_laguerre(n1, s, (r + z) / nu)
           * sp.assoc_laguerre(n2, s, (r - z) / nu)
           * sp.exp(sp.I * m * sp.atan(y / x)))
    return psi, -1 / (2 * nu**2)


residuals = []
for numbers in [(0, 0, 0), (1, 1, 0), (0, 2, -1), (1, 0, -2), (1, 1, 1)]:
    residuals.append(local_energy_error(*spherical_state(*numbers)))
    residuals.append(local_energy_error(*parabolic_state(*numbers)))
singular_psi, singular_energy = parabolic_state(0, 0, 0, sign=-1)
residuals.append(local_energy_error(singular_psi, singular_energy))
assert max(residuals) < 1e-20


# ---- variational diagonalization in xi = r + z, eta = r - z ----
def variational_states(mu, Z=1.0, beta=0.5, size=16):
    """Energies and <1/rho^2> at fixed mu; beta is an untuned exponent."""
    j = np.arange(size)
    norm = np.exp(0.5 * (gammaln(j + 1) - gammaln(j + mu + 1)))[:, None]

    def polynomials(t):
        return norm * np.array([eval_genlaguerre(i, mu, t) for i in j])

    t, w = roots_genlaguerre(size + 3, mu)
    p = polynomials(t)
    slope = np.zeros_like(p)
    for i in range(1, size):
        slope[i] = -norm[i, 0] * eval_genlaguerre(i - 1, mu + 1, t)
    q = slope - p / 2
    overlap = (p * w) @ p.T / beta
    first_moment = (p * w * t) @ p.T / beta**2
    inverse = np.zeros((size, size))
    if mu > 0:
        t2, w2 = roots_genlaguerre(size + 3, mu - 1)
        p2 = polynomials(t2)
        inverse = (p2 * w2) @ p2.T
    cross = (p * w) @ q.T
    kin = (q * w * t) @ q.T + mu / 2 * (cross + cross.T) + mu**2 / 2 * inverse
    metric = (np.kron(first_moment, overlap)
              + np.kron(overlap, first_moment)) / 4
    ham = (np.kron(kin, overlap) + np.kron(overlap, kin)
           - Z * np.kron(overlap, overlap)) / 2
    inv_rho2 = (np.kron(inverse, overlap) + np.kron(overlap, inverse)) / 4
    energies, vectors = eigh(ham, metric)
    return energies, np.sum(vectors * (inv_rho2 @ vectors), axis=0)


def effective_numbers(energies, limit=3.9):
    bound = energies[energies < 0]
    nu = 1 / np.sqrt(-2 * bound)
    return [round(float(v), 5) for v in nu if v < limit]


def full_spectrum(alpha):
    found = Counter()
    for m in range(-6, 7):
        found.update(effective_numbers(variational_states(abs(m + alpha))[0]))
    return dict(sorted(found.items()))


fixed_m = Counter(effective_numbers(variational_states(0.25)[0]))
assert fixed_m == {1.25: 1, 2.25: 2, 3.25: 3}

spectra = {a: full_spectrum(a) for a in (0.0, 0.25, 0.5)}
ladders = {n + 0.25: n * (n + 1) // 2 for n in range(1, 4)}
ladders.update({n - 0.25: n * (n - 1) // 2 for n in range(2, 5)})
assert spectra[0.25] == ladders
assert spectra[0.0] == {float(n): n * n for n in range(1, 4)}
assert spectra[0.5] == {n + 0.5: n * (n + 1) for n in range(1, 4)}

energy_z2 = variational_states(0.25, Z=2.0, beta=0.9)[0][0]
assert abs(energy_z2 + 4 / (2 * 1.25**2)) < 1e-8

# ---- ground level through more than one flux period ----
ground = {}
for alpha in (0.0, 0.25, 0.5, 0.75, 1.0, 1.3):
    ground[alpha] = min(variational_states(abs(m + alpha))[0][0]
                        for m in range(-3, 3))
    distance = abs(alpha - round(alpha))
    assert abs(ground[alpha] + 0.5 / (1 + distance)**2) < 1e-8
small = 0.02
cusp_slope = (variational_states(small)[0][0] - ground[0.0]) / small
assert abs(cusp_slope - 1) < 0.05   # finite step lowers the slope by about 3%

# ---- mean inverse square distance, energy slope and current ----
for mu in (0.25, 0.75, 1.25):
    energies, means = variational_states(mu)
    for energy, mean in zip(energies[:3], means[:3]):
        nu = 1 / np.sqrt(-2 * energy)
        assert abs(mean - 1 / (nu**3 * mu)) < 1e-6
    step = 1e-3
    slope = (variational_states(mu + step)[0][0]
             - variational_states(mu - step)[0][0]) / (2 * step)
    assert abs(slope - mu * means[0]) < 1e-5
currents = {}
for m in (0, -1):
    mean = variational_states(abs(m + 0.25))[1][0]
    currents[m] = (mean, -(m + 0.25) * mean / (2 * np.pi))


# ---- line sheathed by a narrow impenetrable double cone ----
def cone_lambda(mu, half_width, step=0.025):
    """Polar equation in u = ln tan(theta/2), zero at u = +-half_width."""
    n = int(round(2 * half_width / step)) - 1
    u = -half_width + step * np.arange(1, n + 1)
    band = np.zeros((2, n))
    band[0, 1:] = -1 / step**2
    band[1] = 2 / step**2 + mu**2
    root_weight = 1 / np.cosh(u)
    kernel = root_weight[:, None] * solveh_banded(band, np.diag(root_weight))
    top = eigh((kernel + kernel.T) / 2, eigvals_only=True,
               subset_by_index=[n - 3, n - 1])[::-1]
    return -0.5 + np.sqrt(0.25 + 1 / top)


cones = {w: cone_lambda(0.25, w) for w in (8.0, 12.0, 20.0)}
assert np.max(np.abs(cones[20.0] - (0.25 + np.arange(3)))) < 2e-3
cone_ratio = (cones[8.0][0] - 0.25) / (cones[12.0][0] - 0.25)
angle_8, angle_12 = (2 * np.arctan(np.exp(-w)) for w in (8.0, 12.0))
cone_law = (angle_8 / angle_12)**0.5
assert abs(cone_ratio / cone_law - 1) < 0.05   # higher orders in the angle


# ---- discretized ring: link phases are line integrals of A ----
def ring_levels(alpha, sites=300):
    step = 2 * np.pi / sites
    matrix = np.eye(sites, dtype=complex) * 2 / step**2
    for i in range(sites):
        nxt = (i + 1) % sites
        matrix[i, nxt] -= np.exp(1j * alpha * step) / step**2
        matrix[nxt, i] -= np.exp(-1j * alpha * step) / step**2
    return np.linalg.eigvalsh(matrix)


ring = ring_levels(0.25)
ring_shift = np.max(np.abs(ring - ring_levels(1.25)))
ring_other = abs(ring[0] - ring_levels(0.6)[0])
assert ring_shift < 1e-8 and ring_other > 0.05
assert np.allclose(ring[:4], sorted((m + 0.25)**2 for m in range(-2, 2)),
                   atol=2e-3)

# ---- printed results ----
print(f"flux unit h/e = {planck / charge:.6e} Wb")
print(f"circulation of A, alpha=0.25, loop around line = {loop_around:.6f} a.u.")
print(f"circulation of A, loop beside line = {abs(loop_beside):.1e} a.u.")
print(f"largest error of H psi/psi = {max(residuals):.1e} hartree")
print(f"singular m=0 solution, alpha=0.25: E = {float(singular_energy):.6f} hartree")
for alpha, spectrum in spectra.items():
    for nu, count in spectrum.items():
        print(f"alpha={alpha:.2f}: nu={nu:.2f}, states={count}, "
              f"E={-0.5 / nu**2:.6f} hartree")
for nu, count in sorted(fixed_m.items()):
    print(f"alpha=0.25, m=0 only: nu={nu:.2f}, states={count}")
for alpha, energy in ground.items():
    print(f"ground level, alpha={alpha:.2f}: {energy:.6f} hartree")
for alpha in (0.0, 0.25, 0.5):
    print(f"ground level, alpha={alpha:.2f}: {ground[alpha] * HARTREE_EV:.4f} eV")
print(f"ground slope from alpha=0 to {small}: {cusp_slope:.4f} hartree")
for m, (mean, current) in currents.items():
    print(f"alpha=0.25, lowest m={m}: <1/rho^2>={mean:.6f} bohr^-2, "
          f"I={current * CURRENT_MA:+.4f} mA")
for width, values in cones.items():
    angle = 2 * np.arctan(np.exp(-width))
    print(f"cone half-angle {angle:.3e} rad: lambda = "
          + ", ".join(f"{v:.5f}" for v in values))
print(f"cone error ratio: computed {cone_ratio:.3f}, power law {cone_law:.3f}")
print(f"ring, alpha 0.25 to 1.25: largest level change = {ring_shift:.1e}")
print(f"ring, alpha 0.25 to 0.60: lowest level change = {ring_other:.4f}")
print("OK")
```

Output:

```
flux unit h/e = 4.135668e-15 Wb
circulation of A, alpha=0.25, loop around line = 1.570796 a.u.
circulation of A, loop beside line = 1.4e-17 a.u.
largest error of H psi/psi = 1.1e-30 hartree
singular m=0 solution, alpha=0.25: E = -0.888889 hartree
alpha=0.00: nu=1.00, states=1, E=-0.500000 hartree
alpha=0.00: nu=2.00, states=4, E=-0.125000 hartree
alpha=0.00: nu=3.00, states=9, E=-0.055556 hartree
alpha=0.25: nu=1.25, states=1, E=-0.320000 hartree
alpha=0.25: nu=1.75, states=1, E=-0.163265 hartree
alpha=0.25: nu=2.25, states=3, E=-0.098765 hartree
alpha=0.25: nu=2.75, states=3, E=-0.066116 hartree
alpha=0.25: nu=3.25, states=6, E=-0.047337 hartree
alpha=0.25: nu=3.75, states=6, E=-0.035556 hartree
alpha=0.50: nu=1.50, states=2, E=-0.222222 hartree
alpha=0.50: nu=2.50, states=6, E=-0.080000 hartree
alpha=0.50: nu=3.50, states=12, E=-0.040816 hartree
alpha=0.25, m=0 only: nu=1.25, states=1
alpha=0.25, m=0 only: nu=2.25, states=2
alpha=0.25, m=0 only: nu=3.25, states=3
ground level, alpha=0.00: -0.500000 hartree
ground level, alpha=0.25: -0.320000 hartree
ground level, alpha=0.50: -0.222222 hartree
ground level, alpha=0.75: -0.320000 hartree
ground level, alpha=1.00: -0.500000 hartree
ground level, alpha=1.30: -0.295858 hartree
ground level, alpha=0.00: -13.6057 eV
ground level, alpha=0.25: -8.7076 eV
ground level, alpha=0.50: -6.0470 eV
ground slope from alpha=0 to 0.02: 0.9708 hartree
alpha=0.25, lowest m=0: <1/rho^2>=2.048000 bohr^-2, I=-0.5397 mA
alpha=0.25, lowest m=-1: <1/rho^2>=0.248785 bohr^-2, I=+0.1967 mA
cone half-angle 6.709e-04 rad: lambda = 0.26009, 1.26518, 2.26890
cone half-angle 1.229e-05 rad: lambda = 0.25134, 1.25196, 2.25228
cone half-angle 4.122e-09 rad: lambda = 0.25002, 1.24999, 2.24981
cone error ratio: computed 7.537, power law 7.389
ring, alpha 0.25 to 1.25: largest level change = 1.3e-11
ring, alpha 0.25 to 0.60: lowest level change = 0.0975
OK
```
